# The Two-Particle Aharonov-Bohm Effect in a Chiral Edge Interferometer: test program

```python
"""Two-particle Aharonov-Bohm effect in a chiral four-splitter edge network.

Result under test: with sources 2 and 3 biased, the flux through the loop
C-A-D-B changes no mean current and no noise within one detector pair. It
changes only the correlators between detectors (5,6) behind splitter A and
(7,8) behind splitter B:
  h S_jk/(2e^2) = -{F(0)(P2+P3) + 2 Re[Z_jk exp(-2 pi i flux) F(t)]}.
P2, P3: products of the probabilities from source 2 or 3 to j and to k.
Z_jk: product of splitter amplitudes around the loop; flux is in units h/e.
F(t): Fourier integral of (f-f0)^2 over energy; t = path imbalance/(hbar v).
Energies are in eV, lengths in angstrom. Currents are given as h I/e and
noise as h S/(2e^2), both in eV.
"""
import numpy as np
from scipy.special import expit
from scipy.constants import e as e_charge, h as planck

BIAS, KT, HBAR_V = 2.0e-5, 2.0e-6, 0.65
WIDTH, HEIGHT = 60000.0, 35000.0
AREA = WIDTH * HEIGHT
POINT = {"C": (0.0, 0.0), "A": (WIDTH, 0.0),
         "D": (WIDTH, HEIGHT), "B": (0.0, HEIGHT),
         "W": (WIDTH / 2, HEIGHT / 2)}
ARMS = ["CA", "CB", "DA", "DB"]
ENERGY = np.linspace(-40 * KT, BIAS + 40 * KT, 1201)
STEP = ENERGY[1] - ENERGY[0]
NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)


def arm_length(arm):
    return np.hypot(*(np.array(POINT[arm[1]]) - np.array(POINT[arm[0]])))


def magnetic_phase(arm, flux, gauge):
    """Phase of an electron (charge -e): minus the line integral of eA/hbar."""
    start, end = np.array(POINT[arm[0]]), np.array(POINT[arm[1]])
    x, y = (start[:, None] + (end - start)[:, None] * (NODES + 1) / 2)
    field = 2 * np.pi * flux / AREA
    p, q = 2.0e4, 1.5e4
    # the gauge part is the gradient of gauge*sin(x/p)*cos(y/q)
    ax = -field * y / 2 + gauge * np.cos(x / p) * np.cos(y / q) / p
    ay = field * x / 2 - gauge * np.sin(x / p) * np.sin(y / q) / q
    dx, dy = (end - start) / 2
    return -np.sum(WEIGHTS * (ax * dx + ay * dy))


def splitter(transmission, phases=(0, 0, 0, 0)):
    t, r = np.sqrt(transmission), np.sqrt(1 - transmission)
    core = np.array([[t, 1j * r], [1j * r, t]])
    ph = np.exp(1j * np.array(phases))
    return ph[:2, None] * core * ph[None, 2:]


def network(splitters, flux, energy, gauge=1.3):
    """Amplitudes from contacts 1-4 (columns) to detectors 5-8 (rows)."""
    a, b, c, d = splitters
    first = np.zeros((4, 4), complex)
    first[:2, :2], first[2:, 2:] = c, d
    second = np.zeros((4, 4), complex)
    second[:2, [0, 2]], second[2:, [1, 3]] = a, b
    magnetic = np.array([magnetic_phase(arm, flux, gauge) for arm in ARMS])
    lengths = np.array([arm_length(arm) for arm in ARMS])
    phase = energy[:, None] * lengths / HBAR_V + magnetic
    return np.einsum("ja,ea,ac->ejc", second, np.exp(1j * phase), first)


def transport(splitters, flux, bias2, bias3, gauge=1.3):
    """Eight-terminal mean currents and noise matrix by energy quadrature."""
    full = np.zeros((len(ENERGY), 8, 8), complex)
    full[:, 4:, :4] = network(splitters, flux, ENERGY, gauge)
    full[:, :4, 4:] = np.eye(4)
    mu = np.array([0, bias2, bias3, 0, 0, 0, 0, 0])
    f = expit((mu - ENERGY[:, None]) / KT)
    current = STEP * np.sum(
        np.einsum("ejg,eg->ej", abs(full) ** 2, f) - f, axis=0)
    op = -full.conj()[:, :, :, None] * full[:, :, None, :]
    for contact in range(8):
        op[:, contact, contact, contact] += 1
    fg, fd = f[:, :, None], f[:, None, :]
    weight = (fg * (1 - fd) + fd * (1 - fg)) / 2
    noise = STEP * np.einsum("eagd,ebdg->ab", op * weight[:, None], op)
    return current, noise.real


def window_transform(t):
    """Closed form of the integral of (f-f0)^2 exp(i E t)."""
    coth = 1 / np.tanh(BIAS / (2 * KT))
    if t == 0:
        return BIAS * coth - 2 * KT
    y = np.pi * KT * t
    bracket = (coth * 2 * np.sin(BIAS * t / 2) / t
               - 2 * KT * np.cos(BIAS * t / 2))
    return np.exp(1j * BIAS * t / 2) * y / np.sinh(y) * bracket


def loop_product(splitters, j, k):
    """Z for output j of A and output k of B (0 or 1 each)."""
    a, b, c, d = splitters
    return (a[j, 0] * a[j, 1].conj() * b[k, 1] * b[k, 0].conj()
            * c[0, 1] * c[1, 1].conj() * d[0, 0].conj() * d[1, 0])


def source_products(splitters, j, k):
    a, b, c, d = abs(np.array(splitters)) ** 2
    return (a[j, 0] * c[0, 1] * b[k, 0] * c[1, 1],
            a[j, 1] * d[0, 0] * b[k, 1] * d[1, 0])


def pair_table(s, exchange):
    """Detection probabilities of one particle from each source."""
    direct = np.outer(s[:, 1], s[:, 2])
    if exchange == 0:
        return abs(direct) ** 2
    return abs(direct + exchange * direct.T) ** 2 / 2


def count_statistics(table):
    mean = table.sum(axis=0) + table.sum(axis=1)
    second = table + table.T + np.diag(mean)
    return mean, second - np.outer(mean, mean)


imbalance = (arm_length("CA") - arm_length("DA")
             + arm_length("DB") - arm_length("CB"))
delay = imbalance / HBAR_V
f_zero, f_delay = window_transform(0), window_transform(delay)
example = [splitter(x) for x in (0.5, 0.6, 0.6, 0.7)]
rng = np.random.default_rng(7)
general = [splitter(x, rng.uniform(0, 2 * np.pi, 4))
           for x in (0.30, 0.45, 0.65, 0.55)]
tol = 1e-9 * BIAS

# The closed energy integral against direct quadrature.
window = expit((BIAS - ENERGY) / KT) - expit(-ENERGY / KT)
for t in (0, delay, 3.7 * delay):
    direct_integral = STEP * np.sum(window**2 * np.exp(1j * ENERGY * t))
    assert abs(direct_integral - window_transform(t)) < tol

# The gauge-invariant loop phase against the enclosed flux.
for flux in (0.2, 1.7):
    p = {arm: magnetic_phase(arm, flux, 2.1) for arm in ARMS}
    loop = p["CA"] - p["DA"] + p["DB"] - p["CB"]
    assert abs(loop + 2 * np.pi * flux) < 1e-9

# Full eight-terminal transport against the derived results.
fluxes = np.arange(8) / 8
cross = np.zeros((8, 8), bool)
cross[4:6, 6:8] = cross[6:8, 4:6] = True
results = {}
for name, setup in (("general", general), ("example", example)):
    data = [transport(setup, x, BIAS, BIAS) for x in fluxes]
    currents = np.array([item[0] for item in data])
    noises = np.array([item[1] for item in data])
    results[name] = currents, noises
    spread = np.ptp(noises, axis=0)
    assert np.ptp(currents, axis=0).max() < tol
    assert spread[~cross].max() < tol
    assert spread[cross].min() > 0.01 * BIAS
    for j in range(2):
        for k in range(2):
            z = loop_product(setup, j, k)
            p2, p3 = source_products(setup, j, k)
            formula = -(f_zero * (p2 + p3) + 2 * np.real(
                z * np.exp(-2j * np.pi * fluxes) * f_delay))
            assert np.allclose(noises[:, 4 + j, 6 + k], formula,
                               rtol=0, atol=tol)
    # Partner detectors carry opposite flux terms.
    assert np.ptp(noises[:, 4, 6] + noises[:, 4, 7]) < tol
    a, b, c, d = abs(np.array(setup)) ** 2
    same_side = -a[0, 0] * a[0, 1] * (c[0, 1] - d[0, 0]) ** 2 * f_zero
    assert abs(noises[0, 4, 5] - same_side) < tol
    to_detector = np.concatenate([
        a[:, 0] * c[0, 1] + a[:, 1] * d[0, 0],
        b[:, 0] * c[1, 1] + b[:, 1] * d[1, 0]])
    assert np.allclose(currents[0, 4:], BIAS * to_detector, rtol=0, atol=tol)
    auto = 2 * KT + to_detector * (1 - to_detector) * f_zero
    assert np.allclose(np.diag(noises[0])[4:], auto, rtol=0, atol=tol)
    transmissions = np.array([m[0, 0] for m in a[None]] + [
        b[0, 0], c[0, 0], d[0, 0]])
    modulus = np.sqrt(np.prod(transmissions * (1 - transmissions)))
    assert abs(abs(loop_product(setup, 0, 0)) - modulus) < 1e-12

# Another gauge and one added flux quantum leave everything unchanged.
for shifted in (transport(general, 0.25, BIAS, BIAS, gauge=-4.0),
                transport(general, 1.25, BIAS, BIAS)):
    assert np.allclose(shifted[0], results["general"][0][2], rtol=0, atol=tol)
    assert np.allclose(shifted[1], results["general"][1][2], rtol=0, atol=tol)

# A single biased source gives no flux dependence.
one_source = np.array([transport(general, x, BIAS, 0)[1] for x in fluxes])
assert np.ptp(one_source, axis=0).max() < tol

# Two-particle wavefunctions: fermions, distinguishable particles, bosons.
zero_energy = np.array([0.0])
for flux in fluxes:
    s = network(general, flux, zero_energy)[0]
    for exchange in (-1, 0, 1):
        mean, cov = count_statistics(pair_table(s, exchange))
        assert np.allclose(mean, abs(s[:, 1])**2 + abs(s[:, 2])**2)
        for j in range(2):
            for k in range(2):
                z = loop_product(general, j, k)
                expected = (-sum(source_products(general, j, k))
                            + 2 * exchange * np.real(
                                z * np.exp(-2j * np.pi * flux)))
                assert abs(cov[j, 2 + k] - expected) < 1e-12

# Counting statistics: wavefunction sum, determinant and flux part.
angles = np.array([0.7, -1.1, 0.4, 1.9])


def generating(flux, lam):
    s = network(general, flux, zero_energy)[0]
    factor = np.exp(1j * lam)
    total = np.sum(pair_table(s, -1) * np.outer(factor, factor))
    filled = np.diag([0, 1, 1, 0])
    determinant = np.linalg.det(
        np.eye(4) + filled @ (s.conj().T @ np.diag(factor) @ s - np.eye(4)))
    assert abs(total - determinant) < 1e-12
    return total


u = np.exp(1j * angles)
for flux in fluxes:
    flux_part = (generating(flux, angles) - generating(flux + 0.5, angles)) / 2
    z = loop_product(general, 0, 0) * np.exp(-2j * np.pi * flux)
    assert abs(flux_part + 2 * z.real * (u[0] - u[1]) * (u[2] - u[3])) < 1e-12

# Finite temperature: counting one side only never reveals the flux.
thermal = np.diag(expit((np.array([0, BIAS, BIAS, 0]) - 0.4 * BIAS) / KT))


def thermal_generating(flux, lam):
    s = network(general, flux, np.array([0.4 * BIAS]))[0]
    return np.linalg.det(np.eye(4) + thermal @ (
        s.conj().T @ np.diag(np.exp(1j * lam)) @ s - np.eye(4)))


for mask in ([1, 1, 0, 0], [0, 0, 1, 1]):
    local = [thermal_generating(x, angles * mask) for x in fluxes]
    assert np.max(abs(np.array(local) - local[0])) < 1e-12
joint = np.array([thermal_generating(x, angles) for x in fluxes])
assert np.max(abs(joint - joint[0])) > 0.01

# A joint third cumulant, from the explicit two-electron distribution.
third = []
for flux in fluxes:
    table = pair_table(network(general, flux, zero_energy)[0], -1)
    n = np.eye(4)[:, :, None] + np.eye(4)[:, None, :]
    mean = count_statistics(table)[0]
    third.append(np.sum(table * (n[0] - mean[0])**2 * (n[2] - mean[2])))
assert np.ptp(third) > 1e-3

# Control: one source split coherently at W before C and D.
scan = np.linspace(0, 2, 401)


def split_source_probability(flux, gauge):
    s = network(example, flux, zero_energy, gauge)[0]
    to_c = np.exp(1j * magnetic_phase("WC", flux, gauge))
    to_d = np.exp(1j * magnetic_phase("WD", flux, gauge))
    return abs(s[0, 1] * to_c + s[0, 2] * to_d) ** 2 / 2


control = np.array([split_source_probability(x, 1.3) for x in scan])
other_gauge = np.array([split_source_probability(x, -4.0) for x in scan])
assert np.allclose(control, other_gauge)
assert np.ptp(control) > 0.1

# Half-transparent splitters at one energy.
half = [splitter(0.5)] * 4
half_cov = np.array([count_statistics(pair_table(
    network(half, x, zero_energy)[0], -1))[1][0, 2] for x in fluxes])
assert np.allclose(half_cov, -(1 - np.cos(2 * np.pi * fluxes)) / 8)

# Worked example.
currents, noises = results["example"]
z57 = loop_product(example, 0, 0)
p2, p3 = source_products(example, 0, 0)
background = -f_zero * (p2 + p3)
amplitude = 2 * abs(z57) * abs(f_delay)
probs = [abs(m[0, 0])**2 for m in example]
print("Loop sides: %.0f and %.0f angstrom" % (WIDTH, HEIGHT))
print("Loop area: %.3e angstrom^2" % AREA)
print("Field step for one h/e: %.4f mT" % (
    1e3 * planck / e_charge / (AREA * 1e-20)))
print("Path imbalance: %.0f angstrom" % imbalance)
print("hbar v: %.2f eV angstrom" % HBAR_V)
print("Bias energy: %.3e eV; kT: %.3e eV" % (BIAS, KT))
print("Splitter A: C-arm to 5, probability %.2f" % probs[0])
print("Splitter B: C-arm to 7, probability %.2f" % probs[1])
print("Source 2 to A: %.2f; to B: %.2f" % tuple(abs(example[2][:, 1])**2))
print("Source 3 to A: %.2f; to B: %.2f" % tuple(abs(example[3][:, 0])**2))
print("P2 for 5,7: %.5f; P3 for 5,7: %.5f" % (p2, p3))
print("Z for 5,7: %.5f (real part), modulus %.5f" % (z57.real, abs(z57)))
print("F(0): %.5e eV" % f_zero)
print("|F(t)|: %.5e eV; phase of F(t): %.4f rad" % (
    abs(f_delay), np.angle(f_delay)))
print("Reduction |F(t)|/F(0): %.4f" % (abs(f_delay) / f_zero))
for index in (0, 2, 4, 6):
    print("flux %.2f h/e: hI/e for 5,6,7,8 = %.4e %.4e %.4e %.4e eV" % (
        (fluxes[index],) + tuple(currents[index, 4:])))
for index in (0, 2, 4, 6):
    n = noises[index]
    print("flux %.2f h/e: hS/2e^2 for 57,58,56 = %.4e %.4e %.4e eV" % (
        fluxes[index], n[4, 6], n[4, 7], n[4, 5]))
print("hS/2e^2 for 78: %.4e eV; for 55: %.4e eV" % (
    noises[0, 6, 7], noises[0, 4, 4]))
print("S57 flux average: %.4e eV; amplitude: %.4e eV" % (
    background, amplitude))
print("S57 extremes: %.4e and %.4e eV" % (
    background - amplitude, background + amplitude))
print("S57 visibility: %.4f" % (amplitude / abs(background)))
print("Visibility without F reduction: %.4f" % (2 * abs(z57) / (p2 + p3)))
print("Current into 5, converted: %.4f nA" % (
    1e9 * currents[0, 4] * e_charge**2 / planck))
print("S57 average, converted: %.4e A^2/Hz" % (
    2 * e_charge**3 / planck * background))
print("S57 amplitude, converted: %.4e A^2/Hz" % (
    2 * e_charge**3 / planck * amplitude))
for flux in (0.0, 0.5):
    s = network(example, flux, zero_energy)[0]
    values = [count_statistics(pair_table(s, x))[1][0, 2] for x in (-1, 0, 1)]
    print("flux %.1f: cov(n5,n7) fermion, distinct, boson = "
          "%.5f %.5f %.5f" % ((flux,) + tuple(values)))
print("Half-transparent cov(n5,n7), flux 0 and 0.5: %.4f %.4f" % (
    abs(half_cov[0]), half_cov[4]))
print("Split-source control, probability into 5: %.4f to %.4f" % (
    control.min(), control.max()))
print("PASS")
```

Running it gives:

```
Loop sides: 60000 and 35000 angstrom
Loop area: 2.100e+09 angstrom^2
Field step for one h/e: 0.1969 mT
Path imbalance: 50000 angstrom
hbar v: 0.65 eV angstrom
Bias energy: 2.000e-05 eV; kT: 2.000e-06 eV
Splitter A: C-arm to 5, probability 0.50
Splitter B: C-arm to 7, probability 0.60
Source 2 to A: 0.40; to B: 0.60
Source 3 to A: 0.70; to B: 0.30
P2 for 5,7: 0.07200; P3 for 5,7: 0.04200
Z for 5,7: -0.05499 (real part), modulus 0.05499
F(0): 1.60018e-05 eV
|F(t)|: 1.46365e-05 eV; phase of F(t): 0.7692 rad
Reduction |F(t)|/F(0): 0.9147
flux 0.00 h/e: hI/e for 5,6,7,8 = 1.1000e-05 1.1000e-05 9.6000e-06 8.4000e-06 eV
flux 0.25 h/e: hI/e for 5,6,7,8 = 1.1000e-05 1.1000e-05 9.6000e-06 8.4000e-06 eV
flux 0.50 h/e: hI/e for 5,6,7,8 = 1.1000e-05 1.1000e-05 9.6000e-06 8.4000e-06 eV
flux 0.75 h/e: hI/e for 5,6,7,8 = 1.1000e-05 1.1000e-05 9.6000e-06 8.4000e-06 eV
flux 0.00 h/e: hS/2e^2 for 57,58,56 = -6.6769e-07 -2.9327e-06 -3.6004e-07 eV
flux 0.25 h/e: hS/2e^2 for 57,58,56 = -7.0450e-07 -2.8959e-06 -3.6004e-07 eV
flux 0.50 h/e: hS/2e^2 for 57,58,56 = -2.9807e-06 -6.1969e-07 -3.6004e-07 eV
flux 0.75 h/e: hS/2e^2 for 57,58,56 = -2.9439e-06 -6.5649e-07 -3.6004e-07 eV
hS/2e^2 for 78: -3.4564e-07 eV; for 55: 7.9604e-06 eV
S57 flux average: -1.8242e-06 eV; amplitude: 1.6097e-06 eV
S57 extremes: -3.4340e-06 and -2.1446e-07 eV
S57 visibility: 0.8824
Visibility without F reduction: 0.9648
Current into 5, converted: 0.4261 nA
S57 average, converted: -2.2645e-29 A^2/Hz
S57 amplitude, converted: 1.9983e-29 A^2/Hz
flux 0.0: cov(n5,n7) fermion, distinct, boson = -0.00402 -0.11400 -0.22398
flux 0.5: cov(n5,n7) fermion, distinct, boson = -0.22398 -0.11400 -0.00402
Half-transparent cov(n5,n7), flux 0 and 0.5: 0.0000 -0.2500
Split-source control, probability into 5: 0.0104 to 0.5396
PASS
```
